# Backward Vertical Waves and Zigzag Buckling of a Yukawa Dust Chain, part 2

Identical dust grains of mass $M$ and charge $Q$ form a horizontal chain with spacing $a$. We ask how vertical waves carry energy along it, and when and how it buckles into a zigzag. The algebra is in atomic units, with $4\pi\varepsilon_0=1$. Nearest neighbours repel with the Yukawa energy

$$U(r)=\frac{Q^2e^{-r/\lambda}}{r},\qquad \kappa=\frac a\lambda ,$$

where $\lambda$ is the screening length. We also use $P(r)=-U'(r)/r$ and $\omega_t^2=P(a)/M$.

Grain $n$ has height $z_n$ above its equilibrium level, and $d_n=z_{n+1}-z_n$. A single grain has vertical frequency $\omega_v$. For wave number $k$ the phase step is $q=ka$. A first derivation, from forces, gave the frequency $\omega$ and group velocity $v_g$:

$$\omega^2(q)=\omega_v^2-4\omega_t^2\sin^2\frac q2 ,$$

$$v_g=-\frac{a\omega_t^2\sin q}{\omega}.$$

For $0<q<\pi$ the crests move forward and the energy backward. The frequency at $q=\pi$ is $\omega_\pi$; the straight chain is stable to small vertical waves for $\omega_v>\omega_{\min}=2\omega_t$.

The second derivation, from energy, takes a ring of $N$ grains, $N$ even, without drag and with fixed horizontal positions. To second order, apart from a constant,

$$E=\frac M2\sum_n\left(\dot z_n^2+\omega_v^2z_n^2-\omega_t^2d_n^2\right).$$

With $z_n=N^{-1/2}\sum_q Z_qe^{iqn}$, this gives the same frequencies.

The example has grains of radius 4 µm and density 1.5 g/cm³, each carrying 15000 electrons, with $a=800$ µm, $\lambda=400$ µm and $\kappa=2$. Its confinement is $\omega_v/2\pi=10$ Hz unless changed, and its threshold is 3.22 Hz. Drag adds $-\gamma\dot z_n$ to the acceleration. In argon at 5 mTorr and 300 K, $\gamma=0.71$ s⁻¹ for mirror reflection of the gas molecules, the value used, and 0.99 s⁻¹ for diffuse re-emission. The numerical list also uses $\omega_0^2=Q^2/(Ma^3)$ and includes earlier checks of wave packets, driven waves and mode frequencies.

### The flow of energy

The group velocity can be found from the work that one grain does on the next. For $z_n=A\cos(qn-\omega t)$, the force exerted by grain $n$ on grain $n+1$ is $M\omega_t^2(z_{n+1}-z_n)$. The mean power passed to the right is

$$J=M\omega_t^2\langle(z_{n+1}-z_n)\dot z_{n+1}\rangle
=-M\omega_t^2\langle z_n\dot z_{n+1}\rangle .$$

The first product has dropped out because $z_{n+1}\dot z_{n+1}$ is the time derivative of $z_{n+1}^2/2$, whose average over a period is zero. With $\theta=qn-\omega t$, the velocity is $\dot z_{n+1}=A\omega\sin(\theta+q)$, and $\langle\cos\theta\sin(\theta+q)\rangle=\frac12\sin q$. Thus

$$J=-\frac12M\omega_t^2\omega A^2\sin q .$$

The mean kinetic energy per grain is $M\omega^2A^2/4$. For the potential energy, $\langle z_n^2\rangle=A^2/2$ and $\langle d_n^2\rangle=2A^2\sin^2(q/2)$, so it is

$$\frac{M A^2}{4}\left(\omega_v^2-4\omega_t^2\sin^2\frac q2\right)
=\frac{M\omega^2A^2}{4}.$$

The energy per grain is therefore $M\omega^2A^2/2$, and per unit length it is this divided by $a$. The velocity of energy transport is the power divided by the energy per unit length:

$$\frac{J}{M\omega^2A^2/(2a)}=-\frac{a\omega_t^2\sin q}{\omega}=v_g .$$

The sign now has a mechanical cause. With an ordinary attractive spring, a grain pulls its neighbour towards its own height. Here it pushes the neighbour away from that height, which reverses the direction of the work for the same travelling pattern.

### Large vertical displacements

The energy also settles what happens beyond linear order. Regard a bond energy as a function of $x=d^2$ and define $W(x)=U(\sqrt{a^2+x})$. Since $dr/dx=1/(2r)$,

$$W'(x)=\frac{U'(r)}{2r}=-\frac{P(r)}2 .$$

The factor $e^{-r/\lambda}(1+r/\lambda)$ has derivative $-(r/\lambda^2)e^{-r/\lambda}$, which is negative, and $r^{-3}$ also decreases. Thus $P$ decreases with $r$, $W'$ increases with $x$, and $W$ is strictly convex. A strictly convex function lies above its tangent except at the point of contact:

$$W(x)\ge W(0)-\frac12M\omega_t^2x .$$

Let $V$ be the potential energy and $V_0$ its value for the straight chain. Summing the tangent bound gives

$$V-V_0\ge\frac M2\left(\omega_v^2\sum_nz_n^2-\omega_t^2\sum_nd_n^2\right).$$

Moreover $d_n^2=2z_n^2+2z_{n+1}^2-(z_n+z_{n+1})^2\le2z_n^2+2z_{n+1}^2$. Summed around the ring, this is $\sum d_n^2\le4\sum z_n^2$, and hence

$$V-V_0\ge\frac M2(\omega_v^2-4\omega_t^2)\sum_nz_n^2 .$$

For $\omega_v\ge2\omega_t$ no vertical displacement lowers the energy. At equality the last expression is zero, but the straight chain is still the unique minimum. If some $d_n$ is not zero, the tangent bound is strict. If all $d_n$ are zero but the chain is displaced, the external confinement costs energy.

The threshold can be read as a spring constant. Since $P(a)=(1+\kappa)U(a)/a^2$, the smallest allowed value is

$$M\omega_{\min}^2=\frac{4(1+\kappa)U(a)}{a^2}.$$

The neighbour energy in the example is 54.8 eV, so this is $4\times3\times54.8/800^2=1.03\times10^{-3}$ eV/µm², or $1.03\times10^{-11}$ eV/Å².

### The zigzag below threshold

Now let $0<\omega_v<\omega_{\min}$ and set $z_n=(-1)^nb$. Every bond has $d^2=4b^2$, and the energy per grain is $\frac12M\omega_v^2b^2+W(4b^2)$. Its derivative with respect to $b^2$ vanishes when

$$\frac12M\omega_v^2+4W'(4b^2)=0,\qquad
M\omega_v^2=4P(r_*),\qquad r_*^2=a^2+4b^2 .$$

Because $P$ falls steadily from $P(a)$ to zero, there is one solution $r_*>a$.

No other vertical arrangement has lower energy. Put $x_*=4b^2$. At the solution $W'(x_*)=-M\omega_v^2/8$, and the tangent there gives

$$V\ge N\left[W(x_*)+\frac{M\omega_v^2x_*}{8}\right]
+\frac{M\omega_v^2}{2}\left(\sum_nz_n^2-\frac14\sum_nd_n^2\right).$$

The last bracket is not negative, by the inequality already used. The first term is the energy of the zigzag, since $x_*/8=b^2/2$. Equality requires $z_{n+1}=-z_n$ and $d_n^2=x_*$ everywhere, which leaves the zigzag and its mirror image.

Close to threshold the amplitude follows from expanding $P$. Its logarithmic slope at $r=a$ is $-g/a$, with $g=3+\kappa^2/(1+\kappa)$, and $r_*-a\simeq2b^2/a$. Therefore $\omega_v^2/\omega_{\min}^2=P(r_*)/P(a)\simeq1-2gb^2/a^2$, or

$$b\simeq a\sqrt{\frac{\omega_{\min}^2-\omega_v^2}{2g\,\omega_{\min}^2}} .$$

With the horizontal positions held fixed, the amplitude grows continuously from zero as the confinement is lowered. At 3 Hz, with $g=13/3$, this estimate is about 99 µm. The full equation gives 103.7 µm. Minimizing the energy of eight grains from a slightly disturbed, nearly straight zigzag also gave 103.7 µm. The small-amplitude estimate is thus about 5 percent below the full value.

### What each derivation assumes

The force derivation needs small displacements. It accepts drag directly, and its method can be extended to forces that are not equal and opposite. It gives the growth rate of an unstable wave, but it does not decide the final shape.

The energy derivation needs reciprocal forces and constant charge, because otherwise there need not be a potential energy to minimize. In return it treats large vertical displacements and identifies the buckled state at fixed horizontal positions. It gives no time scale with drag. Its proof of a global minimum does not cover grains that leave the line sideways or change their spacing.

The restriction on spacing matters. If a stretch of zigzag has spacing $l$, its best bond length is still $r_*$, and its energy per grain is a constant minus $M\omega_v^2l^2/8$. This is concave in $l$. A long zigzag whose grains can slide therefore lowers its energy by crowding together in one part and thinning out in another. In the nearest-neighbour model the uniform zigzag of a long chain is then not stable. This conclusion is sensitive to the neglected neighbours, because the second-neighbour energy $U(2l)$ is convex in $l$. With three neighbours on each side, the instability of the example at 3 Hz remains but is much weaker, and at 2 Hz the uniform zigzag is stable against small in-plane displacements in rings of up to 200 grains.

Both derivations neglect more distant neighbours. If the grain $m$ places away is included, its contribution has the same form with $\omega_m^2=P(ma)/M$:

$$\omega^2=\omega_v^2-4\sum_{m\ge1}\omega_m^2\sin^2\frac{mq}{2}.$$

At $q=\pi$ the terms with even $m$ vanish, since those grains move together. In the example the threshold remains 3.22 Hz when 40 neighbours on each side are included. Long waves are more sensitive. Their coefficient of $q^2$ is proportional to $\sum m^2\omega_m^2$ and is 13 percent larger than in the nearest-neighbour model. The frequency still falls steadily from $q=0$ to $q=\pi$ on a grid of 1001 points, so the band remains backward in this case. The nearest-neighbour model is poor for long waves when screening is very weak: as $\kappa\to0$ the terms of that sum behave as $1/m$, and the sum diverges.

### Ion wakes, heat and sideways motion

Ions streaming through a sheath can be focused below a grain. As an illustration, give each grain a point wake of opposite sign, with 20 percent of its charge, at a depth $h=200$ µm. For a neighbour at height difference $d$, the vertical force becomes

$$F_z=P(r)d-\epsilon P(r_w)(d+h),\qquad r_w^2=a^2+(d+h)^2,$$

with $\epsilon=0.20$. The constant part shifts the levitation height. The derivative at $d=0$ replaces $P(a)$ in the threshold by

$$P(a)-\epsilon\left[P(r_h)+\frac{h^2}{r_h}P'(r_h)\right],\qquad r_h^2=a^2+h^2 .$$

The vertical zigzag threshold becomes 3.00 Hz, about 7 percent below the value without a wake. This is not yet the limit of stability, because the wake has a second effect.

The wake also couples vertical and longitudinal displacements. Wakes on the left and right contribute opposite coefficients $\pm C$, so a longitudinal wave of amplitude $X$ produces a vertical force $C(X e^{iq}-Xe^{-iq})=2iCX\sin q$. This vanishes at $q=\pi$ and does not alter the zigzag threshold. The reverse coupling has the same factor, because the wake force on a grain is itself the gradient of a Yukawa energy. With $\omega_z$ and $\omega_x$ the two uncoupled frequencies,

$$(\omega^2-\omega_z^2)(\omega^2-\omega_x^2)=-\frac{4C^2\sin^2q}{M^2}.$$

Where the branches cross, $\omega^2$ is complex and one wave grows. Without the wake, the longitudinal spring constant is $U''(a)=Q^2e^{-\kappa}(2+2\kappa+\kappa^2)/a^3$, and the top longitudinal frequency is $\sqrt{4U''(a)/M}$, here 5.88 Hz. The vertical band from 9.47 to 10 Hz lies above it, and the coupled calculation showed no growth. With $\omega_v/2\pi$ lowered to 6 Hz the undamped growth rate was 0.25 s⁻¹. Weak drag subtracts about $\gamma/2=0.35$ s⁻¹, so this wave would still decay at 5 mTorr. At 5.5 Hz the undamped growth rate is 0.49 s⁻¹, which is more than this drag removes. The straight chain is then unstable although its confinement is well above the zigzag threshold. With this wake and drag the instability sets in near 5.8 Hz, and the chain stays unstable as the confinement is lowered further to that threshold. The onset depends on the drag: with diffuse reflection $\gamma/2=0.49$ s⁻¹, the case of 5.5 Hz is marginal, and growth sets in only at about that frequency and below.

Thermal motion is small in the example. Equipartition gives each mode $\langle|Z_q|^2\rangle=k_BT/(M\omega^2)$. For a long chain the average of $1/\omega^2$ over $q$ follows from the substitution $t=\tan(q/2)$:

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{dq}{\omega^2}
=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{\omega_v^2+\omega_\pi^2t^2}
=\frac1{\omega_v\omega_\pi}.$$

Hence $\langle z_n^2\rangle=k_BT/(M\omega_v\omega_\pi)$. At 300 K the root-mean-square height is 1.7 µm, far below the spacing. The expression diverges as $\omega_\pi\to0$, where the quadratic energy is no longer sufficient.

Without a wake, sideways displacements obey the same algebra, with the trough frequency in place of $\omega_v$. A trough of 4 Hz satisfies the 3.22 Hz bound and leaves a sideways zigzag frequency of 2.37 Hz. A weaker trough could let the chain buckle sideways even though its vertical confinement was sufficient.

### The model beside a real discharge

The example is in the regime of polymer microspheres levitated in the sheath of a low-pressure argon radio-frequency discharge. Grain radii of several micrometres, charges of order ten thousand electrons, spacings of some hundreds of micrometres and vertical frequencies near 10 Hz are rough typical values. The chosen charge corresponds to a surface potential of magnitude 5.4 V, and levitation needs a field $E$ of 16 V/cm. At constant charge, the balance of weight and the confinement together fix the length over which the field changes, $E/|E'|=g_0/\omega_v^2$, where $E'$ is the vertical field gradient and $g_0$ the acceleration of gravity. This length is 2.5 mm at 10 Hz but 24 mm at the 3.22 Hz threshold. The latter is 60 screening lengths, too long for an ordinary sheath, so the vertical buckling at 3 Hz illustrates the model and is not a typical operating point. The 4 Hz trough was chosen to satisfy the sideways bound, and the trough of a real device has to be checked against that bound separately. Real sheaths break the assumption of reciprocal forces; the illustrative wake moves the threshold by 7 percent, but a measured wake could give another shift. The charge matters as well: at fixed mass, spacing and screening length, $\omega_{\min}$ is proportional to $|Q|$, so a 10 percent error in charge gives a 10 percent error in the threshold. Charge that varies with height and a self-consistent sheath are not included. For a straight chain under the stated assumptions, both transverse confinement frequencies must exceed $\omega_{\min}$, with a margin for these uncertainties. Ion wakes shift the threshold itself, and exceeding the shifted value is not sufficient: a crossing with the longitudinal branch must also be avoided or sufficiently damped. The numerical output lists the main values used here.

## Calculated quantities

```
grain radius: 4.0 um
grain density: 1.50 g/cm3
grain mass: 4.0212e-13 kg
electrons per grain: 15000
spacing a: 800 um
screening length: 400 um
kappa: 2.000
grain mass in atomic units: 4.4144e+17 m_e
spacing in atomic units: 1.5118e+07 bohr
surface potential magnitude: 5.40 V
levitating field magnitude: 16.41 V/cm
neighbour pair energy: 54.81 eV
factor exp(-kappa)(1+kappa): 0.40601
omega_0: 15.8784 rad/s
omega_t: 10.1175 rad/s
minimum vertical frequency: 3.2205 Hz
minimum spring constant: 1.0277e-03 eV/um2
same spring constant: 1.0277e-11 eV/angstrom2
chosen vertical frequency: 10.00 Hz
frequency at q=pi/2: 9.7373 Hz
frequency at q=pi: 9.4672 Hz
phase velocity at q=pi/2: 31.159 mm/s
group velocity at q=pi/2: -1.3385 mm/s
greatest group speed: 1.3390 mm/s
q at greatest group speed: 1.5982 rad
packet/formula velocity at q=1.2: 0.99981
largest scaled Hessian eigenvalue error: 6.3e-07
argon pressure: 5.0 mTorr
gas and grain temperature: 300 K
drag rate gamma: 0.7095 1/s
driven phase step away from source: -1.5708 rad
driven amplitude decay length: 4.751 spacings
decay length 2|v_g|/gamma: 4.716 spacings
weakened vertical frequency: 3.00 Hz
buckled amplitude from formula: 103.69 um
buckled amplitude from minimization: 103.68 um
initial buckling growth with drag: 7.0125 1/s
threshold with all neighbours: 3.2231 Hz
all/nearest long-wave q^2 coefficient: 1.1292
wake charge fraction: 0.20
wake depth: 200 um
threshold with point wake: 3.0039 Hz
top longitudinal frequency, no wake: 5.8798 Hz
vertical frequency for branch crossing: 6.00 Hz
undamped wake growth at crossing: 0.2512 1/s
amplitude damping rate gamma/2: 0.3548 1/s
thermal rms height: 1.6601 um
trough frequency: 4.00 Hz
sideways frequency at q=pi: 2.3724 Hz
```
